# Why metal gates call for screened exchange in hybrid functionals: a program that tests the result

```python
"""Fock exchange and the band velocity of the uniform electron gas.

Result under test: a fraction a of unscreened exchange gives a velocity that
diverges as (a/pi) ln(1/|k-kF|) at the Fermi wavevector kF; exchange with
the interaction erfc(omega r)/r gives a finite velocity there.
Hartree atomic units. Sigma(k) is the full exchange energy of state k,
"slope" is dSigma/dk, and the band energy is k^2/2 + a Sigma(k) + constant.
omega = 0 denotes the unscreened interaction.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import erfc, exp1, spherical_jn

pi = np.pi
gamma = np.euler_gamma
hartree_ev = physical_constants["Hartree energy in eV"][0]
boltzmann_ev = physical_constants["Boltzmann constant in eV/K"][0]

rs = 2.0
a = 0.25
omega = 0.11
kF = (9 * pi / 4) ** (1 / 3) / rs


def integrate(f, lo, hi):
    return quad(f, lo, hi, epsabs=1e-12, epsrel=1e-11, limit=400)[0]


def q2v(q, om):
    """q^2 times the Fourier transform of the interaction."""
    if om == 0:
        return 4 * pi
    return -4 * pi * np.expm1(-q * q / (4 * om * om))


def sigma_definition(k, om):
    """Integral over the Fermi sphere, in coordinates centred on k."""
    def integrand(q):
        mu_max = (kF**2 - k**2 - q**2) / (2 * k * q)
        return q2v(q, om) * (1 + min(1.0, max(-1.0, mu_max)))
    edge = abs(k - kF)
    total = integrate(integrand, edge, k + kF)
    if k < kF:
        total += integrate(integrand, 0, edge)
    return -total / (4 * pi**2)


def slope_difference(k, om, h):
    return (sigma_definition(k + h, om)
            - sigma_definition(k - h, om)) / (2 * h)


def slope_surface(k, radius, om):
    """Slope as an integral over the surface of an occupied sphere."""
    def integrand(mu):
        q2 = (k - radius)**2 + 2 * k * radius * (1 - mu)
        return mu * q2v(np.sqrt(q2), om) / q2
    return radius**2 / (4 * pi**2) * integrate(integrand, -1, 1)


def sigma_bare(k):
    x = k / kF
    if x == 1:
        return -kF / pi
    log = np.log(abs((1 + x) / (1 - x)))
    return -kF / pi * (1 + (1 - x * x) / (2 * x) * log)


def slope_bare(k):
    x = k / kF
    log = np.log(abs((1 + x) / (1 - x)))
    return ((1 + x * x) / (2 * x * x) * log - 1 / x) / pi


def slope_screened_at_kF(om):
    T = (kF / om)**2
    return (gamma + np.log(T) + exp1(T) - 2
            - 2 * np.expm1(-T) / T) / (2 * pi)


# Energies and slopes against the defining integral, inside and outside.
for x in (0.5, 0.9, 0.99, 1.01, 1.5):
    k = x * kF
    h = 0.01 * abs(k - kF)
    assert abs(sigma_definition(k, 0) - sigma_bare(k)) < 1e-9
    assert abs(slope_difference(k, 0, h) - slope_bare(k)) < 2e-5
    assert abs(slope_surface(k, kF, 0) - slope_bare(k)) < 1e-7
    screened = slope_difference(k, omega, 1e-3)
    assert abs(screened - slope_surface(k, kF, omega)) < 2e-5

# Finite screened slope exactly at the Fermi wavevector.
for om in (0.11, 0.3, 1.0):
    direct = slope_difference(kF, om, 1e-3)
    assert abs(direct - slope_screened_at_kF(om)) < 2e-5
small = 0.01
limit_slope = (np.log(kF / small) + gamma / 2 - 1) / pi
assert abs(slope_surface(kF, kF, small) - limit_slope) < 1e-4

# Real-space road: slow decay of the metallic density matrix.
z = np.linspace(0, 80, 40001)
real_space = 2 / pi * simpson(
    z * spherical_jn(1, z)**2 * erfc(omega * z / kF), x=z)
assert abs(real_space - slope_screened_at_kF(omega)) < 1e-6
z = np.linspace(100 * pi, 1000 * pi, 200001)
decade_real = 2 / pi * simpson(z * spherical_jn(1, z)**2, x=z)
assert abs(decade_real - np.log(10) / pi) < 1e-4


def slope_ellipsoid(distance, b=1.5, c=0.6):
    """Unscreened slope just outside the pole of an ellipsoid (b, b, c)."""
    def integrand(t):
        th = np.exp(t)
        dz = distance + 2 * c * np.sin(th / 2)**2
        flux = np.sin(th) * np.cos(th)
        return th * flux / ((b * np.sin(th))**2 + dz**2)
    return b * b / pi * integrate(integrand, np.log(1e-10), np.log(pi))


decade_ellipsoid = slope_ellipsoid(1e-5) - slope_ellipsoid(1e-4)
assert abs(decade_ellipsoid - np.log(10) / pi) < 1e-3


def sigma_smeared(k, s):
    """Unscreened exchange with a Gaussian-smeared occupation edge."""
    def integrand(p):
        occupation = 0.5 * erfc((p - kF) / (np.sqrt(2) * s))
        return p * occupation * np.log((k + p) / (abs(k - p) + 1e-300))
    cuts = [0, kF - 8 * s, k, kF + 8 * s]
    parts = [integrate(integrand, lo, hi)
             for lo, hi in zip(cuts[:-1], cuts[1:])]
    return -sum(parts) / (pi * k)


nodes, weights = np.polynomial.hermite_e.hermegauss(20)
weights = weights / weights.sum()
smear_rows = []
for fraction in (1e-2, 1e-3):
    s = fraction * kF
    h = 0.02 * s
    bare = (sigma_smeared(kF + h, s) - sigma_smeared(kF - h, s)) / (2 * h)
    law = (np.log(2 * kF / s) + (gamma + np.log(2)) / 2 - 1) / pi
    assert abs(bare - law) < 5e-4
    screened = sum(w * slope_surface(kF, kF + s * t, omega)
                   for t, w in zip(nodes, weights))
    smear_rows.append((fraction, 1 + a * bare / kF, 1 + a * screened / kF))
bare_drift = smear_rows[1][1] - smear_rows[0][1]
screened_drift = smear_rows[1][2] - smear_rows[0][2]
assert abs(screened_drift) < 0.05 * bare_drift

# State that lies one thermal energy above the Fermi level.
temperature = 300.0
kT = boltzmann_ev * temperature / hartree_ev


def energy_bare(k):
    return k * k / 2 + a * sigma_bare(k)


k_th = brentq(lambda k: energy_bare(k) - energy_bare(kF) - kT,
              kF * (1 + 1e-10), 1.1 * kF, xtol=1e-14)
v_th = k_th + a * slope_bare(k_th)
h = 0.01 * (k_th - kF)
states = ((k_th + h)**3 - (k_th - h)**3) / (3 * pi**2)
energy_step = 2 * h * k_th + a * (sigma_definition(k_th + h, 0)
                                  - sigma_definition(k_th - h, 0))
dos_count = states / energy_step
assert abs(dos_count / (k_th**2 / (pi**2 * v_th)) - 1) < 1e-4

# Distance at which the unscreened velocity is twice the free one.
double = 2 * np.exp(-1 - pi * kF / a)
k_double = kF * (1 - double)
assert abs(1 + a * slope_bare(k_double) / k_double - 2) < 1e-3

# Occupied bandwidths.
width_free = kF**2 / 2
width_bare = width_free + a * (sigma_definition(kF, 0)
                               - sigma_definition(1e-5, 0))
width_screened = width_free + a * (sigma_definition(kF, omega)
                                   - sigma_definition(1e-5, omega))
assert abs(width_bare - width_free - a * kF / pi) < 1e-7
assert width_free < width_screened < width_bare

slope_F = slope_screened_at_kF(omega)
ratio_F = 1 + a * slope_F / kF
print(f"density parameter rs = {rs:.2f} bohr")
print(f"exchange fraction a = {a:.2f}")
print(f"screening parameter omega = {omega:.3f} 1/bohr")
print(f"Fermi wavevector = free velocity kF = {kF:.5f} a.u.")
print(f"T = (kF/omega)^2 = {(kF / omega)**2:.3f}")
print(f"screened v(q=0) = pi/omega^2 = {pi / omega**2:.2f} a.u.")
print(f"screened slope at kF, closed form = {slope_F:.5f} a.u.")
print(f"screened slope at kF, real space = {real_space:.5f} a.u.")
print(f"screened velocity at kF = {kF * ratio_F:.5f} a.u.")
print(f"screened velocity / free velocity at kF = {ratio_F:.4f}")
print(f"screened DOS / free DOS at Fermi level = {1 / ratio_F:.4f}")
print("velocity / free velocity at k = kF - d:")
for d in (0.3, 1e-1, 1e-2, 1e-3, 1e-4, 1e-6):
    k = kF * (1 - d)
    r0 = 1 + a * slope_bare(k) / k
    r1 = 1 + a * slope_surface(k, kF, omega) / k
    print(f"  d/kF = {d:.0e}: unscreened {r0:.4f}, screened {r1:.4f}")
print(f"d/kF where unscreened velocity doubles = {double:.2e}")
print(f"slope gained per decade: ln(10)/pi = {np.log(10) / pi:.5f} a.u.")
print(f"  per decade of distance r, sphere = {decade_real:.5f} a.u.")
print(f"  per decade of d, ellipsoid = {decade_ellipsoid:.5f} a.u.")
print("smeared edge, velocity / free velocity at kF:")
for fraction, r0, r1 in smear_rows:
    print(f"  s/kF = {fraction:.0e}: unscreened {r0:.4f}, screened {r1:.4f}")
print("smaller omega, screened velocity / free velocity at kF:")
for om in (0.055, 0.011, 0.0011):
    r1 = 1 + a * slope_screened_at_kF(om) / kF
    print(f"  omega = {om:.4f} 1/bohr: {r1:.4f}")
print(f"kB T at {temperature:.0f} K = {kT * hartree_ev:.5f} eV")
print(f"(k-kF)/kF at kB T above Fermi level = {k_th / kF - 1:.3e}")
print(f"unscreened DOS / free DOS at that k = {k_th / v_th:.4f}")
print(f"free occupied bandwidth = {width_free * hartree_ev:.3f} eV")
print(f"unscreened hybrid bandwidth = {width_bare * hartree_ev:.3f} eV")
print(f"screened hybrid bandwidth = {width_screened * hartree_ev:.3f} eV")
print("tests ok")
```

Output:

```
density parameter rs = 2.00 bohr
exchange fraction a = 0.25
screening parameter omega = 0.110 1/bohr
Fermi wavevector = free velocity kF = 0.95958 a.u.
T = (kF/omega)^2 = 76.099
screened v(q=0) = pi/omega^2 = 259.64 a.u.
screened slope at kF, closed form = 0.46720 a.u.
screened slope at kF, real space = 0.46720 a.u.
screened velocity at kF = 1.07638 a.u.
screened velocity / free velocity at kF = 1.1217
screened DOS / free DOS at Fermi level = 0.8915
velocity / free velocity at k = kF - d:
  d/kF = 3e-01: unscreened 1.1432, screened 1.1372
  d/kF = 1e-01: unscreened 1.2008, screened 1.1369
  d/kF = 1e-02: unscreened 1.3633, screened 1.1237
  d/kF = 1e-03: unscreened 1.5485, screened 1.1219
  d/kF = 1e-04: unscreened 1.7385, screened 1.1217
  d/kF = 1e-06: unscreened 2.1203, screened 1.1217
d/kF where unscreened velocity doubles = 4.26e-06
slope gained per decade: ln(10)/pi = 0.73294 a.u.
  per decade of distance r, sphere = 0.73293 a.u.
  per decade of d, ellipsoid = 0.73299 a.u.
smeared edge, velocity / free velocity at kF:
  s/kF = 1e-02: unscreened 1.4092, screened 1.1217
  s/kF = 1e-03: unscreened 1.6001, screened 1.1217
smaller omega, screened velocity / free velocity at kF:
  omega = 0.0550 1/bohr: 1.1784
  omega = 0.0110 1/bohr: 1.3116
  omega = 0.0011 1/bohr: 1.5025
kB T at 300 K = 0.02585 eV
(k-kF)/kF at kB T above Fermi level = 6.177e-04
unscreened DOS / free DOS at that k = 0.6303
free occupied bandwidth = 12.528 eV
unscreened hybrid bandwidth = 14.606 eV
screened hybrid bandwidth = 14.156 eV
tests ok
```
